\section*{Thermally activated hopping between Coulomb traps in an electric field}

\section*{Subthreshold hopping between Coulomb traps}

Below its switching threshold, an amorphous semiconductor is modelled here as a set of donor-like traps: neutral when filled, charged $+q$ when empty. An electron (charge $-q$, mass $m$) leaves a centre at $z=0$ for an empty centre at $z=\pm s$; the spacing $s$ is the $\Delta z$ of the Ielmini--Zhang model. The field, of magnitude $F$, points along $-z$, so the force on the electron is $+qF$ along $z$. On the axis between the centres at $0$ and $s$, with energies measured from the mobility edge $E_C$ at $z=0$,
\begin{equation}
U_F(z)=-\frac{A}{z}-\frac{A}{s-z}-qFz,\qquad A=\frac{q^2}{4\pi\varepsilon}.
\label{U}
\end{equation}
Levels are spinless, all other centres are ignored, all hops are along the field, and the carriers stay at the lattice temperature, $\beta=1/kT$. Energies are in eV, lengths in nm, fields in MV/cm and current densities in A/cm$^2$, the natural scales of the problem.

\subsection*{(a) The hopping rate}

\emph{Treat the motion as one-dimensional. Phonons keep the states on the electron's side of the barrier in equilibrium with the trap level $E_T$. Find the rate of crossing a barrier of top $U_{\max}$ and curvature $U''=-m\omega_b^2$, and compare the transmissions from the two sides.}

\textbf{Solution.} Right-moving states number $dk/2\pi$ per unit length and have speed $\hbar^{-1}dE/dk$, so each occupied interval $dE$ sends a flux $dE/h$ at the barrier. For a deep trap the electron is almost always in the level $E_T$, and a state of energy $E$ has occupation $e^{-\beta(E-E_T)}$. With transmission $\mathcal T(E)$ and $\epsilon=E-U_{\max}$,
\begin{equation}
k=\frac1h\int \mathcal T\,e^{-\beta(E-E_T)}dE=\frac{e^{-\beta(U_{\max}-E_T)}}{\tau_0},\qquad
\frac1{\tau_0}=\kappa\frac{kT}{h},\qquad \kappa=\beta\!\int\!\mathcal T e^{-\beta\epsilon}d\epsilon .
\label{rate}
\end{equation}
A step-function $\mathcal T$ gives $\kappa=1$. For a parabolic top, with $\xi$ the distance from it in units of $\sqrt{\hbar/m\omega_b}$ and $\lambda=\epsilon/\hbar\omega_b$, the Schr\"odinger equation is $\psi''+(\xi^2+2\lambda)\psi=0$. At large $\xi$ the wave number is $\xi+\lambda/\xi$, so the transmitted wave is $t\,\xi^{i\lambda-1/2}e^{i\xi^2/2}$. Continue it along $\xi=\rho e^{i\theta}$ from $\theta=0$ to $\pi$ at large $\rho$. Its modulus goes as $e^{-\rho^2\sin2\theta/2}$: it is the only decaying solution in the first quadrant and the dominant one in the second, so its coefficient is preserved. At $\theta=\pi$ it is $-ite^{-\pi\lambda}\rho^{i\lambda-1/2}e^{i\rho^2/2}$, which moves towards $-\infty$ and is the reflected wave. Hence $|r|^2=|t|^2e^{-2\pi\lambda}$, and $|r|^2+|t|^2=1$ gives $\mathcal T=1/(1+e^{-2\pi\lambda})$. With $w=e^{-2\pi\lambda}$, $u=\beta\hbar\omega_b/2$ and $\eta=u/\pi$, one has $e^{-\beta\epsilon}=w^{\eta}$ and $\beta\,d\epsilon=-\eta\,dw/w$, so Euler's reflection integral gives
\begin{equation}
\kappa=\eta\int_0^\infty\frac{w^{\eta-1}}{1+w}\,dw=\frac{\pi\eta}{\sin\pi\eta}=\frac{u}{\sin u}.
\end{equation}
The integral converges only for $u<\pi$, that is $T>T_0=\hbar\omega_b/2\pi k$. Near and below $T_0$ tunnelling well under the top dominates and the activated form fails.

For any barrier, let $w_\pm$ be unit-flux waves moving right and left. The solution incident from the left is $w_++rw_-$ on the left and $tw_+$ on the right; the one incident from the right is $t'w_-$ on the left and $w_-+r'w_+$ on the right. Their Wronskian is constant and equals $t'W(w_+,w_-)$ on the left and $tW(w_+,w_-)$ on the right, so $t=t'$. The two directions share $\mathcal T(E)$.

Slow phonon exchange makes the true rate smaller than (\ref{rate}), and transverse motion multiplies it by a further factor; in three dimensions $\tau_0$ is a parameter.

\subsection*{(b) Forward and backward barriers}

\emph{Show that the maximum of (\ref{U}) is a saddle in three dimensions. Find the barrier tops $U_\pm$ for hops to $\pm s$ in terms of $\phi=qFs^2/A$.}

\textbf{Solution.} The axial curvature $U_{zz}=-2A[z^{-3}+(s-z)^{-3}]$ is negative on $(0,s)$, so the maximum $z^*$ is unique. Away from the charges $\nabla^2U=0$, and axial symmetry makes the two transverse curvatures equal, so $U_{\rho\rho}=-U_{zz}/2>0$: a saddle. At zero field the potential in the midplane rises from $-4A/s$ on the axis to $0$ far away, so the electron is channelled to the neighbour only if $4A/s$ exceeds a few $kT$.

Put $z=sx$ and $x=\tfrac12-y$. Then $x(1-x)=\tfrac14-y^2$ and $1/x+1/(1-x)=1/[x(1-x)]$, so
\begin{equation}
\frac{s}{A}U_F=-4-\frac\phi2+\Big[4-\frac{1}{\frac14-y^2}+\phi y\Big].
\end{equation}
Define $\delta s/A$ as the maximum of the bracket over $y$. Setting its derivative to zero,
\begin{equation}
\phi=\frac{2y}{(\frac14-y^2)^2},\qquad \frac{s\delta}{A}=4-\frac1{\frac14-y^2}+\phi y .
\label{top}
\end{equation}
The bracket vanishes at $y=0$, so $\delta\ge0$; it is unchanged by $(\phi,y)\to(-\phi,-y)$, so $\delta$ is even in $F$. The hop to $-s$ is the mirror image of the hop to $+s$ with $F\to-F$, and $(A/s)\phi/2=qFs/2$, so
\begin{equation}
U_\pm=-\frac{4A}{s}\mp\frac{qFs}{2}+\delta(F).
\label{tops}
\end{equation}
The term $\mp qFs/2$ is the potential drop to the midpoint; $\delta$ arises because the top moves upstream of it. The hop from $0$ to $-s$ is, by translation, the hop from $s$ to $0$ out of a level lowered by $qFs$. By the reciprocity of part (a), both rates then contain the same integral of $\mathcal T e^{-\beta E}$, and $k_-/k_+=e^{-\beta qFs}$ with one common $\tau_0$, tunnelling included, as long as energies near the trap levels, where the two lower limits differ, contribute negligibly.

\subsection*{(c) The current}

\emph{The traps have a density of levels $g(E)$ below the saddle and Fermi occupation $f(E)$. Find $J$, and state when it is a pure hyperbolic sine.}

\textbf{Solution.} A plane normal to $z$ is crossed forwards by electrons within $s$ upstream and backwards by those within $s$ downstream, so, with every target centre taken as empty, $J=qs\int g f\,(k_+-k_-)\,dE$. This requires most traps to be empty; otherwise filled targets lower the current. In each rate the level enters as $e^{\beta E}$. Since $f=1/(1+e^{\beta(E-E_F)})$,
\begin{equation}
f\,e^{\beta(E-E_F)}=1-f,\qquad \int g f\,e^{-\beta(U_\pm-E)}dE=N_+e^{-\beta(U_\pm-E_F)},
\end{equation}
with $N_+=\int g(1-f)\,dE$ the density of empty traps. Deep levels are fuller but emit more slowly, and the trap energy drops out of the exponential factor; it, and any shift of it by the neighbour, enters only through $1-f$ in $N_+$. $N_+$ is not the count of levels above $E_F$: for a Gaussian band centred $0.05$ eV above $E_F$, of standard deviation $0.05$ eV, at 300 K the two fractions are $0.772$ and $0.841$. With (\ref{tops}) and $a=\beta qFs/2$, the difference of the rates contains $e^{a}-e^{-a}=2\sinh a$:
\begin{equation}
J=\frac{2qN_+s}{\tau_0}\,e^{-\beta E_a}\,e^{-\beta\delta(F)}\sinh\frac{qFs}{2kT},\qquad E_a=E_C-E_F-\frac{4A}{s}.
\label{J}
\end{equation}
The Ielmini--Zhang law is (\ref{J}) with $\delta\ll kT$ and $\tau_0$ independent of field. It is ohmic for $a\ll1$ and exponential in $F$, the Poole law, for $a\gg1$. In the present model the activation energy $E_a$ is measured to the zero-field saddle, which depends on $s$.

\subsection*{(d) Occupations in the field}

\emph{Part (c) used equilibrium occupations. Test this for dilute carriers on a ring of $M$ sites with levels $E_i$, where the saddle between $i$ and $i+1$ is raised by $b_i$.}

\textbf{Solution.} Let $p_i$ be the occupation, $n_i=p_ie^{\beta E_i}$ and $C=\tau_0^{-1}e^{-\beta(\delta-4A/s)}$. The net flux on bond $i$ is
\begin{equation}
j_i=Ce^{-\beta b_i}\big(e^{a}n_i-e^{-a}n_{i+1}\big),
\label{bond}
\end{equation}
and a steady state has all $j_i=j$. If all $b_i=0$, a constant $n_i$ achieves this, so $p_i\propto e^{-\beta E_i}$ at any field and (\ref{J}) holds. If the levels are equal and the saddles arbitrary, multiply (\ref{bond}) by $e^{\beta b_i}$ and sum round the ring: $j\sum_ie^{\beta b_i}=2C\sinh a\sum_in_i$. Normalisation fixes $\sum_in_i$, so the sine survives, divided by the average $\langle e^{\beta b}\rangle$. If both vary, normalisation fixes $\sum_in_ie^{-\beta E_i}$ instead. For $a\gg1$, (\ref{bond}) gives $n_i\simeq(j/C)e^{-a}e^{\beta b_i}$, so $j\propto1/\sum_ie^{\beta(b_i-E_i)}$, whereas for $Ma\ll1$ the $n_i$ are nearly equal and $j\propto M/(\sum_ie^{\beta b_i}\sum_le^{-\beta E_l})$. These differ when saddles and levels are correlated. On an eight-site ring with the parameters of part (g), levels spread over $0.10$ eV and $b=0.06$ eV just after the deepest one, the flux relative to (\ref{J}) falls from $0.436$ at $0.005$ MV/cm to $0.226$ at $0.244$ MV/cm. When traps are not mostly empty, blocking of the destination also shifts the occupations; that case is outside this treatment.

\subsection*{(e) Small and large $\phi$}

\emph{Find $dU_+/d(qF)$, and expand the barrier top for $\phi\ll1$ and $\phi\gg1$.}

\textbf{Solution.} At the top $\partial U/\partial z=0$, so only the explicit field dependence counts: $dU_+/d(qF)=-z^*$, and likewise $d(s\delta/A)/d\phi=y$. The distance $z^*$ is the lever arm of the field.

Equation (\ref{top}) reads $y=(\phi/32)(1-4y^2)^2$. One iteration gives $y=(\phi/32)(1-8\phi^2/1024)=\phi/32-\phi^3/4096$, and integration from $\delta(0)=0$ gives
\begin{equation}
\frac{s\delta}{A}=\frac{\phi^2}{64}-\frac{\phi^4}{16384}+O(\phi^6).
\end{equation}
Since $y\le\phi/32$ for all $\phi\ge0$, the bound $s\delta/A\le\phi^2/64$ holds at every field. Thus $qF<8\sqrt{AkT/s^3}$ is sufficient for $\delta<kT$.

For large $\phi$ the top lies near the emitting centre. Write $sU/A=h(x)-1/(1-x)$ with $h=-1/x-\phi x$, which is maximal at $x_0=\phi^{-1/2}$ with $h(x_0)=-2\sqrt\phi$ and $h''=-2\phi^{3/2}$. The neighbour's term is $-1-x_0-x_0^2-x_0^3-\dots$ at $x_0$, with slope $-1$ to leading order. For $x=x_0+\zeta$ the change is $-\phi^{3/2}\zeta^2-\zeta$, maximal at $\zeta=-\tfrac12\phi^{-3/2}$ with value $+\tfrac14\phi^{-3/2}$. Adding,
\begin{equation}
\frac{sU_+}{A}=-2\sqrt\phi-1-\phi^{-1/2}-\phi^{-1}-\tfrac34\phi^{-3/2}+\dots
\label{large}
\end{equation}
Direct maximisation at $\phi=10^4$ gives $-0.7499$ for the last coefficient. In physical units the first term is $-2\sqrt{AqF}=-\beta_{PF}\sqrt F$ with $\beta_{PF}=\sqrt{q^3/\pi\varepsilon}$, independent of $s$: the Poole--Frenkel lowering, with lever arm $\sqrt{A/qF}$. For $a\gg1$, $J\propto\exp[-\beta(E_C-E_F-A/s-\beta_{PF}\sqrt F)]$ to this order. At large $s$ the channel of part (b) is lost and the electron is emitted into the band; the barrier remains the escape barrier along the field, but the prefactor of (\ref{J}) no longer applies.

\subsection*{(f) The crossover and what is measured}

\emph{Find $\nu=d\ln z^*/d\ln F$ at fixed $s$, locate the midpoint of its range, and find the slope and apparent activation energy of (\ref{J}).}

\textbf{Solution.} In terms of $x=z^*/s$, (\ref{top}) is $\phi=(1-2x)/[x^2(1-x)^2]$, so
\begin{equation}
\frac1\nu=\frac{d\ln\phi}{d\ln x}=-\frac{2x}{1-2x}-2+\frac{2x}{1-x}=-2-\frac{2x^2}{(1-2x)(1-x)} .
\end{equation}
For small $\phi$, $x=\tfrac12-\phi/32$ gives $\nu\simeq-\phi/16\to0$. For large $\phi$, $\nu=-\tfrac12(1-x^2+\dots)\simeq-\tfrac12+1/2\phi$. The computed ratios to these leading departures are $1.0006$ at $\phi=0.01$ and $1.03$ at $\phi=10^4$. The midpoint $\nu=-\tfrac14$ requires $x^2=(1-2x)(1-x)$, or $x^2-3x+1=0$, whose root below $\tfrac12$ is $x_c=(3-\sqrt5)/2=0.382$. There $x-x^2=1-2x=\sqrt5-2$, so
\begin{equation}
\phi_c=\frac1{\sqrt5-2}=2+\sqrt5=4.236,\qquad s_c=\sqrt{\frac{\phi_cA}{qF}} .
\end{equation}
The midpoint is a convention. Equating the limiting arms $s/2$ and $\sqrt{A/qF}$ gives $\phi=4$, where $\nu=-0.24$. At a given field, $s\ll s_c$ gives the Poole lever arm $s/2$ and $s\gg s_c$ the Poole--Frenkel arm $\sqrt{A/qF}$; the current follows the corresponding exponential law only if, in addition, $a\gg1$.

At fixed $\tau_0$ and $N_+$, using $d\delta/d(qF)=(A/s)(s^2/A)y=sy$,
\begin{align}
\frac{d\ln J}{d(qF)}&=\beta\Big[\frac s2\coth a-sy\Big]\xrightarrow{a\gg1}\beta z^*,\\
E_{\rm app}=-\frac{\partial\ln J}{\partial\beta}&=E_a+\delta-\frac{qFs}{2}\coth a .
\end{align}
For $a\ll1$, $\coth a\simeq1/a$ gives $E_{\rm app}\simeq E_a-kT$; for $a\gg1$, $E_{\rm app}$ is the forward barrier $U_+$ measured from $E_F$. For $a\gg1$, a slope read with the pure sine law returns the spacing $2z^*$, which is less than $s$. With $r_c=A/kT$, $a=\phi r_c/2s$, so the current turns exponential ($a>1$) before the crossover only if $s<\phi_cr_c/2$.

\subsection*{(g) Numbers}

\emph{Take the model values $\varepsilon_r=10$, $s=5$ nm, $E_C-E_F=0.40$ eV, $T=300$ K, $m=m_e$, $N_+=s^{-3}$, $\tau_0=h/kT$. Evaluate the current, the crossover and the tunnelling factor.}

\textbf{Solution.} Here $kT=0.02585$ eV, $A=0.1440$ eV nm and $A/s=0.0288$ eV, so $E_a=0.4000-0.1152=0.2848$ eV, $\beta E_a=11.017$ and $e^{-\beta E_a}=1.643\times10^{-5}$. With $N_+=8.0\times10^{18}$ cm$^{-3}$ and $\tau_0=1.600\times10^{-13}$ s, $qN_+s/\tau_0=4.006\times10^6$ A/cm$^2$; the product of the two is $65.8$ A/cm$^2$. The value $\tau_0=h/kT$ is only an estimate for these parameters. The three-dimensional Coulomb wells hold one level per centre below the zero-field saddle, at $-0.165$ eV or $1.9kT$ under it, with the next $1.5kT$ above it; at $F_c$ that level lies at the forward top. The states under the barrier are thus not the quasi-continuum of part (a), and trap levels near $E_F$ must come from a short-range potential not contained in (\ref{U}).

The crossover field follows from $qF_c=4.236\times0.1440/25=0.0244$ eV/nm, or $F_c=0.244$ MV/cm. The argument of the sine reaches $a=1$ at $0.103$ MV/cm, below $F_c$, in accord with $s<4.236\times5.570/2=11.8$ nm. The interval between the two fields is not a clean Poole regime: $d\ln J/dF$ falls from $11.9$ cm/MV at $0.1$ MV/cm to $7.56$ cm/MV at $F_c$, whereas the Poole law has the constant slope $\beta s/2=2.5/0.02585=96.7$ nm/eV, or $9.67$ cm/MV. At $F_c$, $y=(\sqrt5-2)/2$ and $\phi y=\tfrac12$, so $\delta=(4-4.236+0.5)\times0.0288=0.0076$ eV and $e^{-\beta\delta}=0.745$. With $a=2.360$, the sine law gives $2\times65.8\times\sinh2.360\approx690$ A/cm$^2$ and (\ref{J}) gives $690\times0.745\approx514$ A/cm$^2$.

\begin{center}
\begin{tabular}{cccccc}
$F$ (MV/cm) & $\phi$ & $J_{\sinh}$ & $J$ (A/cm$^2$) & $E_{\rm app}$ (eV) & $\kappa$\\
0.020 & 0.35 & 25.6 & 25.6 & 0.259 & 1.20\\
0.100 & 1.74 & 148 & 141 & 0.253 & 1.22\\
0.244 & 4.24 & 690 & 514 & 0.230 & 1.29\\
0.500 & 8.68 & 8280 & 2790 & 0.188 & 1.58\\
\end{tabular}
\end{center}

Relative to (\ref{J}), the sine law is too high by 5\% at $0.1$ MV/cm, 34\% at $F_c$ and a factor 3.0 at $0.5$ MV/cm. In the last row an electron gains $qFs=0.25$ eV, nearly $10kT$, per hop, and threshold fields of phase-change chalcogenides are of this order (roughly $0.1$ to $1$ MV/cm), so carriers at the lattice temperature are a doubtful assumption there. The tabulated $E_{\rm app}$ hold $\tau_0$ at its 300 K value, as in part (f); if $\tau_0=h/kT$ follows the temperature, $1/\tau_0\propto1/\beta$ adds $kT=0.026$ eV to every entry. At $0.02$ MV/cm, $E_{\rm app}$ is $E_a-kT=0.259$ eV. At $0.5$ MV/cm the forward top lies $0.2121$ eV below $E_C$, so $E_{\rm app}=0.4000-0.2121=0.1879$ eV, and the slope is $1.525/0.02585=59.0$ nm/eV, or $5.90$ cm/MV. The Poole estimate of that depth is $0.1152+0.1250=0.2402$ eV, and the first two terms of (\ref{large}), with $\beta_{PF}=0.240$ eV/(MV/cm)$^{1/2}$, give $0.0288+0.240\sqrt{0.5}=0.1985$ eV; neither is within $kT/2$ of it. At the field $8\sqrt{AkT/s^3}/q=0.437$ MV/cm, $\delta/kT=0.86$, inside the bound.

At $F=0.2$ MV/cm, $\sqrt{A/qF}=2.68$ nm and $s_c=5.52$ nm:

\begin{center}
\begin{tabular}{ccccccc}
$s$ (nm) & $\phi$ & $2z^*/s$ & $z^*/\sqrt{A/qF}$ & $\nu$ & $T_0$ (K) & $4A/skT$\\
3 & 1.25 & 0.92 & 0.52 & $-0.08$ & 214 & 7.4\\
5 & 3.47 & 0.80 & 0.75 & $-0.21$ & 110 & 4.5\\
10 & 13.9 & 0.51 & 0.94 & $-0.43$ & 69 & 2.2\\
20 & 55.6 & 0.27 & 0.99 & $-0.49$ & 63 & 1.1\\
\end{tabular}
\end{center}

At fixed field, $\nu$ goes from $-0.05$ to $-0.45$ over a factor of about five in $s$. At 3 nm $T_0$ is $0.71$ of the temperature, so $u=\pi T_0/T\approx2.2$ and the parabolic $\kappa$ is about $2.9$. The true barrier is thinner than the parabola, and in a WKB estimate tunnelling at energies near $E_F$ contributes as much per unit energy as crossing at the top, so at 3 nm the condition of part (b) and the activated law (\ref{J}) fail; at 10 and 20 nm the channel is poorly confined.

At zero field $U_{zz}=-32A/s^3$, so with $\hbar^2/m_e=0.0762$ eV nm$^2$, $\hbar\omega_b=\sqrt{0.0762\times32\times0.1440/125}=0.0530$ eV, $T_0=98$ K and $\kappa=1.20$. The currents above exclude $\kappa$. In the parabolic approximation it grows with field because $|U_{zz}|$ rises as the top nears the centre, by $1.291/1.199$, or 8\%, at $F_c$, which offsets part of the loss from $\delta$ in one dimension only. At the three-dimensional saddle the transverse frequency $\omega_\perp=\omega_b/\sqrt2$ of part (b) rises too; the harmonic transverse factor $[2\sinh(\beta\hbar\omega_\perp/2)]^{-2}$ falls from $0.40$ at zero field to $0.27$ at $F_c$, and its product with $\kappa$ drops to $0.73$ of its zero-field value, adding to the loss. Integration of the Schr\"odinger equation in (\ref{U}), with travelling WKB waves matched $0.4$ nm from each centre, gives $\kappa=1.18$ at $0.05$ MV/cm and $1.21$ at $F_c$, which lie 2\% and 7\% below the parabolic $1.203$ and $1.291$. For $m=m_e$ these deficits are not reliable. The matching point lies inside the length $\hbar^2/mA=0.53$ nm, within which WKB waves are poor near a Coulomb centre, and moving it from $0.2$ to $0.6$ nm lowers $\kappa$ from $1.21$ to $1.15$ at $0.05$ MV/cm; at $F_c$, moving it from $0.2$ to $0.4$ nm lowers $\kappa$ from $1.22$ to $1.21$. Waves of the next WKB order, with local wave number $Q$ given by $Q^2=p+p^{1/4}(p^{-1/4})''$ and $p=2m(E-U_F)/\hbar^2$, depend much less on the matching point: between $0.3$ and $0.7$ nm they give $\kappa=1.13$--$1.14$ at $0.05$ MV/cm and $1.19$--$1.20$ at $F_c$, 5--6\% and 7--8\% below the parabolic values. The leading anharmonic correction, $\beta(\hbar^2/m)\,[U''''/96|U''|+U'''^2/288U''^2]$ relative to $u/\sin u$, is $-6.0\%$ and $-7.7\%$ there. With the matching at $0.4$ nm the deficits are 1.7\% at both fields for $m=4m_e$, where $\kappa$ still shifts by about 1\% with the matching point, and 0.4\% for $16m_e$, where it shifts by less than 0.1\%. The entry $\kappa=1.58$ at $0.5$ MV/cm is the parabolic value alone. The numerical check below confirms the barrier tops, expansions, crossover, the two exact ring cases and reciprocity by independent computation. It also asserts that the computed $\kappa$ and $u/\sin u$ differ by less than $0.2\,m_e/m$, relative to $u/\sin u$, in these six cases; that tolerance is comparable to $\kappa-1$ itself, so it is only a loose check of the tunnelling factor.

\section*{Computed results}
\begin{verbatim}
eps_r = 10, s = 5.0 nm, EC-EF = 0.40 eV, T = 300 K, m = m_e
kT = 0.02585 eV, A = 0.14400 eV nm, hbar^2/m_e = 0.07620 eV nm^2
A/s = 0.02880 eV, 4A/s = 0.11520 eV, Ea = 0.28480 eV, Ea/kT = 11.017
N = 8.000e+18 cm^-3, tau0 = h/kT = 1.5997e-13 s
qNs/tau0 = 4.0061e+06 A/cm^2, exp(-Ea/kT) = 1.6426e-05
beta_PF = 0.24000 eV/(MV/cm)^0.5
zero field: hbar omega_b = 0.05300 eV, T0 = 97.9 K, kappa = 1.1993
phi_c numerical = 4.23607, 2+sqrt5 = 4.23607, x_c = 0.38197
phi = 4: x = 0.3874, exponent = -0.2395
exponent/(-phi/16) at phi = 0.01: 1.00062
(exponent+1/2) 2 phi at phi = 1e4: 1.0305
large-phi coefficient of phi^-1.5 at phi = 1e4: -0.7499
crossover field F_c = 0.2440 MV/cm, a at F_c = 2.360
a = 1 at F = 0.1034 MV/cm
8 sqrt(AkT/s^3)/q = 0.4366 MV/cm, delta/kT there = 0.856
r_c = A/kT = 5.570 nm, phi_c r_c/2 = 11.80 nm
F[MV/cm] phi a z*[nm] delta[eV] exp(-delta/kT) kappa
0.0200 0.347 0.193 2.4458 0.000054 0.9979 1.200
0.1000 1.736 0.967 2.2348 0.001341 0.9495 1.215
0.2440 4.236 2.360 1.9098 0.007601 0.7453 1.291
0.5000 8.681 4.835 1.5249 0.028085 0.3374 1.585
F[MV/cm] J_sinh[A/cm^2] J_full[A/cm^2] dlnJ/dF[cm/MV] E_app[eV]
0.0200 2.5612e+01 2.5559e+01 50.412 0.2587
0.1000 1.4805e+02 1.4057e+02 11.913 0.2527
0.2440 6.9035e+02 5.1449e+02 7.562 0.2303
0.5000 8.2817e+03 2.7945e+03 5.900 0.1879
F[MV/cm] forward top below EC [eV]: Poole 4A/s+qFs/2, exact, PF A/s+beta_PF sqrtF
0.0200 0.1202 0.1201 0.0627
0.1000 0.1402 0.1389 0.1047
0.2440 0.1762 0.1686 0.1473
0.5000 0.2402 0.2121 0.1985
F = 0.2 MV/cm: sqrt(A/qF) = 2.683 nm, s_c = 5.523 nm
s[nm] phi z*[nm] 2z*/s z*/sqrt(A/qF) exponent delta/kT T0[K] 4A/(s kT)
3 1.25 1.384 0.923 0.516 -0.082 0.045 214 7.43
5 3.47 2.000 0.800 0.745 -0.214 0.201 110 4.46
10 13.89 2.525 0.505 0.941 -0.426 1.192 69 2.23
20 55.56 2.652 0.265 0.988 -0.487 4.377 63 1.11
Gaussian band, centre EF+0.05 eV, sigma 0.05 eV:
  empty fraction = 0.7721, fraction above EF = 0.8413
ring, 0.06 eV extra saddle after the deepest level, flux/law:
  0.4364 at 0.005 MV/cm, 0.2261 at F_c
m/m_e F[MV/cm] kappa_Schroedinger kappa_parabolic
1 0.0500 1.1785 1.2032
1 0.2440 1.2063 1.2915
4 0.0500 1.0285 1.0460
4 0.2440 1.0452 1.0634
16 0.0500 1.0075 1.0112
16 0.2440 1.0108 1.0153
\end{verbatim}
